# When diffusivity-time products of extrinsic dopants add, and when they fail: a program that tests the result

```python
"""
Result under test: for C_t = d/dx[ D(C,T) dC/dx ] the thermal history enters
only through a sum of (weight x time) if D = a(T) b(C).  For an extrinsic donor
D = D_i(T) F(C/n_i(T)), and the sum fails when n_i changes with temperature.

C    donor concentration        n_i  intrinsic carrier density
n    electron density           D_i  diffusivity at C << n_i
u    C/n_i                      F    D/D_i
The donor moves as a neutral pair, whose density is proportional to C n/n_i.
Inside the solver: lengths in nm, times in s, concentrations in 1e19 cm^-3.
Material parameters are rough typical values for arsenic in silicon.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

K_EV = sc.k / sc.e
UNIT = 1e19
D_PREFACTOR, D_ENERGY = 20.0, 4.1        # cm^2/s, eV
N_PREFACTOR, N_ENERGY = 4e16, 0.6        # cm^-3 K^-1.5, eV
COLD, HOT = 1200.0, 1400.0               # K
COLD_TIME = 7200.0                       # s
PEAK, SIGMA = 5e19, 20.0                 # cm^-3, nm
EDGE_LEVEL = 1e18                        # cm^-3
HALF_DOMAIN = 300.0                      # nm


def intrinsic_diffusivity(T):
    return D_PREFACTOR * np.exp(-D_ENERGY / (K_EV * T))


def intrinsic_density(T, narrowing=0.0):
    return N_PREFACTOR * T**1.5 * np.exp(-(N_ENERGY - narrowing / 2) / (K_EV * T))


def enhancement(u):
    s = np.sqrt(u * u + 4)
    return (1 + u / s) * (u + s) / 2


def slope(u):
    return 1 - (1 - u / np.sqrt(u * u + 4))**2


def diffusivity(C, T):
    return intrinsic_diffusivity(T) * enhancement(C / intrinsic_density(T))


def pair_transport(c, T, density):
    """Integral of D dC: its negative gradient is the dopant flux."""
    ni = density / UNIT
    n = c / 2 + np.sqrt(c * c / 4 + ni * ni)
    return intrinsic_diffusivity(T) * 1e14 * c * n / ni


def real_law(c, T):
    return pair_transport(c, T, intrinsic_density(T))


def frozen_law(c, T):
    return pair_transport(c, T, intrinsic_density(COLD))


def narrowed_law(c, T):
    return pair_transport(c, T, intrinsic_density(T, GAP_NARROWING))


def strongly_extrinsic_law(c, T):
    return intrinsic_diffusivity(T) * 1e14 * c * np.maximum(c, 0) * UNIT / intrinsic_density(T)


def grid(dx):
    return (np.arange(int(round(HALF_DOMAIN / dx))) + 0.5) * dx


def diffuse(start, stages, dx, law=real_law, times=None):
    """Anneal half of a symmetric profile; a stage is (temperature, duration)."""
    c = start.copy()
    for temperature, duration in stages:
        def rate(t, y):
            T = temperature(t) if callable(temperature) else temperature
            gain = np.diff(law(y, T)) / dx
            return np.diff(np.concatenate(([0.0], gain, [0.0]))) / dx
        sol = solve_ivp(rate, (0, duration), c, method="LSODA", t_eval=times,
                        rtol=1e-8, atol=1e-10 * start.max(), lband=1, uband=1)
        assert sol.success
        c = sol.y[:, -1]
    return sol.y if times is not None else c


def measures(c, dx):
    """Peak (1e19 cm^-3), half-width at EDGE_LEVEL (nm), rms width (nm)."""
    x, level = grid(dx), EDGE_LEVEL / UNIT
    k = int(np.argmax(c < level))
    edge = x[k - 1] + dx * np.log(c[k - 1] / level) / np.log(c[k - 1] / c[k])
    return np.array([(9 * c[0] - c[1]) / 8, edge, np.sqrt(np.sum(x * x * c) / np.sum(c))])


def gaussian(dx, peak=PEAK):
    return peak / UNIT * np.exp(-grid(dx)**2 / (2 * SIGMA**2))


Di_cold, Di_hot = intrinsic_diffusivity(COLD), intrinsic_diffusivity(HOT)
ni_cold, ni_hot = intrinsic_density(COLD), intrinsic_density(HOT)
hot_time = COLD_TIME * Di_cold / Di_hot
budget = Di_cold * COLD_TIME * 1e14      # nm^2 per anneal

# Effective diffusivity against numerically solved charge neutrality
def neutral_ratio(u):
    return brentq(lambda v: v - 1 / v - u, 0.5, u + 2, xtol=1e-14, rtol=1e-14)

for u in (0.05, 1.0, 4.0, 10.0):
    e = 1e-4
    drift = (np.log(neutral_ratio(u * (1 + e))) - np.log(neutral_ratio(u * (1 - e)))) / (2 * e)
    assert abs(neutral_ratio(u) * (1 + drift) / enhancement(u) - 1) < 1e-6

# Apparent activation energy at fixed concentration against finite differences
def apparent_energy(C, T):
    return D_ENERGY - slope(C / intrinsic_density(T)) * (N_ENERGY + 1.5 * K_EV * T)

for C in (1e17, 5e18, 5e19):
    for T in (COLD, HOT):
        numeric = K_EV * T * T * (np.log(diffusivity(C, T + 0.5)) - np.log(diffusivity(C, T - 0.5)))
        assert abs(numeric - apparent_energy(C, T)) < 1e-4

# Intrinsic limit: D_i t adds, and the variance grows by twice the sum
both = [(COLD, COLD_TIME), (HOT, hot_time)]
dx = 1.0
weak = diffuse(gaussian(dx, 1e15), both, dx) / (1e15 / UNIT)
variance = SIGMA**2 + 4 * budget
weak_exact = SIGMA / np.sqrt(variance) * np.exp(-grid(dx)**2 / (2 * variance))
weak_error = np.max(np.abs(weak - weak_exact)) / weak_exact.max()
assert weak_error < 2e-3

# Strongly extrinsic limit: D_i t/n_i adds; exact compact-support solution
dx = 0.5
front0, top0 = 45.0, 5.0
s0 = front0**2 / (6 * top0)
s1 = s0 + 2 * budget * UNIT * (1 / ni_cold + 1 / ni_hot)
def compact(s):
    return np.maximum(top0 * (s0 / s)**(1 / 3) - grid(dx)**2 / (6 * s), 0)
strong = diffuse(compact(s0), both, dx, strongly_extrinsic_law)
strong_error = np.max(np.abs(strong - compact(s1))) / compact(s1).max()
assert strong_error < 0.01

# A temperature ramp against one isothermal anneal with the same integral of D_i
dx = 1.0
def ramp(t):
    return COLD + (HOT - COLD) * t / 60.0
ramp_budget = quad(lambda t: intrinsic_diffusivity(ramp(t)), 0, 60, epsabs=0, epsrel=1e-11)[0]
ramp_difference = {}
for name, law in (("frozen", frozen_law), ("real", real_law)):
    ramped = diffuse(gaussian(dx), [(ramp, 60.0)], dx, law)
    isothermal = diffuse(gaussian(dx), [(COLD, ramp_budget / Di_cold)], dx, law)
    ramp_difference[name] = np.max(np.abs(ramped - isothermal)) / isothermal.max()
assert ramp_difference["frozen"] < 5e-5
assert ramp_difference["real"] > 100 * ramp_difference["frozen"]

# Four schedules with one and the same sum of D_i t
c_stage, h_stage = (COLD, COLD_TIME), (HOT, hot_time)
schedules = {"cold-cold": [c_stage, c_stage], "cold-hot": [c_stage, h_stage],
             "hot-cold": [h_stage, c_stage], "hot-hot": [h_stage, h_stage]}
frozen = [diffuse(gaussian(1.0), st, 1.0, frozen_law) for st in schedules.values()]
frozen_spread = max(np.max(np.abs(f - frozen[0])) for f in frozen) / frozen[0].max()
assert frozen_spread < 5e-5

table, order_effect = {}, {}
for dx in (1.0, 0.5):
    profiles = {k: diffuse(gaussian(dx), st, dx) for k, st in schedules.items()}
    assert all(p[-1] < 1e-6 for p in profiles.values())
    table[dx] = {k: measures(p, dx) for k, p in profiles.items()}
    order_effect[dx] = (np.max(np.abs(profiles["cold-hot"] - profiles["hot-cold"]))
                        / profiles["cold-hot"].max())
grid_change = max(abs(table[1.0][k][1] - table[0.5][k][1]) for k in schedules)
edges = {k: m[1] for k, m in table[0.5].items()}
assert edges["cold-cold"] - edges["hot-hot"] > 20 * grid_change
assert edges["hot-hot"] < min(edges["cold-hot"], edges["hot-cold"])
assert edges["cold-cold"] > max(edges["cold-hot"], edges["hot-cold"])
assert order_effect[0.5] > 20 * max(frozen_spread, 1e-6)
assert abs(order_effect[1.0] / order_effect[0.5] - 1) < 0.1

# Hot times that reproduce one cold anneal, judged by three different measures
match = {}
for dx in (1.0, 0.5):
    cold_profile = diffuse(gaussian(dx), [c_stage], dx)
    target = measures(cold_profile, dx)
    times = np.linspace(0, 4 * hot_time, 201)
    history = diffuse(gaussian(dx), [(HOT, times[-1])], dx, times=times)
    m = np.array([measures(c, dx) for c in history.T])
    match[dx] = np.array([np.interp(-target[0], -m[:, 0], times),
                          np.interp(target[1], m[:, 1], times),
                          np.interp(target[2], m[:, 2], times)])
    edge_when_peak_matches = np.interp(match[dx][0], times, m[:, 1])
    hot_single = np.array([np.interp(hot_time, times, m[:, j]) for j in range(3)])
match_error = np.max(np.abs(match[1.0] - match[0.5]))
assert abs(match[0.5][0] - match[0.5][1]) > 10 * match_error
assert np.all(match[0.5] > hot_time) and np.all(match[0.5] < hot_time * ni_hot / ni_cold)

# Sizes of neglected effects
MASS = 1.1                               # rough density-of-states mass, all valleys
band_density = 2 * (2 * np.pi * MASS * sc.m_e * sc.k * COLD / sc.h**2)**1.5 * 1e-6
def fermi_half(eta):
    return 2 / np.sqrt(np.pi) * quad(lambda y: np.sqrt(y) * expit(eta - y), 0, 60, limit=200)[0]
def degenerate_pairs(C):
    eta = brentq(lambda z: band_density * fermi_half(z) - C
                 - ni_cold**2 * np.exp(-z) / band_density, -12, 5, xtol=1e-12)
    return C * band_density * np.exp(eta) / ni_cold
dC = 0.01 * PEAK
degenerate_F = (degenerate_pairs(PEAK + dC) - degenerate_pairs(PEAK - dC)) / (2 * dC)
degeneracy_change = degenerate_F / enhancement(PEAK / ni_cold) - 1

GAP_NARROWING = 0.05                     # eV, rough
narrowed = [measures(diffuse(gaussian(0.5), [st], 0.5, narrowed_law), 0.5)[1]
            for st in (c_stage, h_stage)]
RAMP_RATE = 100.0                        # K/s
ramp_share = 2 * quad(intrinsic_diffusivity, 1000, HOT, epsabs=0)[0] / RAMP_RATE / (Di_hot * hot_time)
def supply_ratio(T):
    self_transport = 500 * np.exp(-4.75 / (K_EV * T)) * 5e22
    return real_law(PEAK / UNIT, T) * 1e-14 * UNIT / self_transport
carriers = np.sqrt(EDGE_LEVEL**2 + 4 * ni_cold**2) * 1e6
debye = np.sqrt(11.7 * sc.epsilon_0 * sc.k * COLD / (sc.e**2 * carriers)) * 1e9
k = int(np.argmax(cold_profile < EDGE_LEVEL / UNIT))
decay = 0.5 / np.log(cold_profile[k - 1] / cold_profile[k])
ACTIVE_LIMIT = 2e20                      # cm^-3, rough

print(f"D_i prefactor {D_PREFACTOR:.0f} cm^2/s, energy {D_ENERGY} eV (rough)")
print(f"n_i = {N_PREFACTOR:.0e} T^1.5 exp(-{N_ENERGY} eV/kT) cm^-3, T in K (rough)")
print(f"initial peak {PEAK:.1e} cm^-3, standard deviation {SIGMA:.0f} nm")
print(f"edge level {EDGE_LEVEL:.0e} cm^-3; initial edge {measures(gaussian(0.5), 0.5)[1]:.1f} nm")
print(f"cold anneal: {COLD:.0f} K, {COLD_TIME:.0f} s; hot anneal: {HOT:.0f} K, {hot_time:.2f} s")
print(f"D_i t of each anneal: {budget:.2f} nm^2")
for label, T in (("cold", COLD), ("hot", HOT)):
    u = PEAK / intrinsic_density(T)
    print(f"{label}: D_i {intrinsic_diffusivity(T):.3e} cm^2/s, n_i {intrinsic_density(T):.3e} cm^-3")
    print(f"{label}, initial peak: u {u:.2f}, F {enhancement(u):.2f}, slope m {slope(u):.4f}")
print(f"n_i hot/cold: {ni_hot / ni_cold:.3f}")
for C in (1e17, 5e18, 5e19):
    print(f"C {C:.0e} cm^-3: D hot/cold {diffusivity(C, HOT) / diffusivity(C, COLD):.1f}, "
          f"apparent energy at {COLD:.0f} K {apparent_energy(C, COLD):.3f} eV")
print(f"intrinsic limit, error against Gaussian: {weak_error:.1e} of peak")
print(f"strongly extrinsic limit, error against exact: {strong_error:.1e} of peak")
print(f"60 s ramp {COLD:.0f} to {HOT:.0f} K, equal-budget time at {COLD:.0f} K: {ramp_budget / Di_cold:.0f} s")
print(f"ramp vs isothermal, n_i frozen: {ramp_difference['frozen']:.1e} of peak")
print(f"ramp vs isothermal, n_i(T): {100 * ramp_difference['real']:.1f} % of peak")
print(f"four schedules, n_i frozen, largest difference: {frozen_spread:.1e} of peak")
for name, (peak, edge, rms) in table[0.5].items():
    print(f"{name}: peak {peak * UNIT:.3e} cm^-3, edge {edge:.2f} nm, rms {rms:.2f} nm")
print(f"edge change on halving the grid step: {grid_change:.3f} nm")
print(f"order effect, largest profile difference: {100 * order_effect[0.5]:.2f} % of peak")
print(f"one cold anneal: peak {target[0] * UNIT:.3e} cm^-3, edge {target[1]:.2f} nm, rms {target[2]:.2f} nm")
print(f"one hot anneal: peak {hot_single[0] * UNIT:.3e} cm^-3, edge {hot_single[1]:.2f} nm, rms {hot_single[2]:.2f} nm")
print(f"hot time from equal D_i t: {hot_time:.2f} s")
print(f"hot time from equal D_i t/n_i: {hot_time * ni_hot / ni_cold:.2f} s")
for name, value in zip(("peak", "edge", "rms width"), match[0.5]):
    print(f"hot time that matches the cold {name}: {value:.2f} s")
print(f"largest change of these times on halving the grid step: {match_error:.3f} s")
print(f"hot edge when the peak is matched: {edge_when_peak_matches:.2f} nm")
print(f"neglected: degeneracy changes D at cold initial peak by {100 * degeneracy_change:.0f} %")
print(f"neglected: gap narrowing {GAP_NARROWING} eV (rough, uniform), edges cold {narrowed[0]:.1f}, hot {narrowed[1]:.1f} nm")
print(f"neglected: ramps at {RAMP_RATE:.0f} K/s from and to 1000 K add {100 * ramp_share:.1f} % to hot D_i t")
print(f"neglected: pair/self-diffusion transport (rough), cold {supply_ratio(COLD):.2f}, hot {supply_ratio(HOT):.3f}")
print(f"neglected: Debye length at cold edge {debye:.1f} nm, profile decay length there {decay:.1f} nm")
print(f"neglected: clustered/free ratio, 4-atom law, limit {ACTIVE_LIMIT:.0e} cm^-3 (rough): {100 * (PEAK / ACTIVE_LIMIT)**3:.1f} %")
print("no test failed")
```

Output:

```
D_i prefactor 20 cm^2/s, energy 4.1 eV (rough)
n_i = 4e+16 T^1.5 exp(-0.6 eV/kT) cm^-3, T in K (rough)
initial peak 5.0e+19 cm^-3, standard deviation 20 nm
edge level 1e+18 cm^-3; initial edge 55.9 nm
cold anneal: 1200 K, 7200 s; hot anneal: 1400 K, 24.97 s
D_i t of each anneal: 86.92 nm^2
cold: D_i 1.207e-16 cm^2/s, n_i 5.023e+18 cm^-3
cold, initial peak: u 9.95, F 19.91, slope m 0.9996
hot: D_i 3.481e-14 cm^2/s, n_i 1.450e+19 cm^-3
hot, initial peak: u 3.45, F 6.93, slope m 0.9818
n_i hot/cold: 2.887
C 1e+17 cm^-3: D hot/cold 284.6, apparent energy at 1200 K 4.085 eV
C 5e+18 cm^-3: D hot/cold 171.6, apparent energy at 1200 K 3.577 eV
C 5e+19 cm^-3: D hot/cold 100.4, apparent energy at 1200 K 3.345 eV
intrinsic limit, error against Gaussian: 5.9e-05 of peak
strongly extrinsic limit, error against exact: 9.5e-04 of peak
60 s ramp 1200 to 1400 K, equal-budget time at 1200 K: 3362 s
ramp vs isothermal, n_i frozen: 4.4e-09 of peak
ramp vs isothermal, n_i(T): 20.3 % of peak
four schedules, n_i frozen, largest difference: 7.3e-10 of peak
cold-cold: peak 1.956e+19 cm^-3, edge 97.78 nm, rms 43.63 nm
cold-hot: peak 2.188e+19 cm^-3, edge 92.21 nm, rms 39.72 nm
hot-cold: peak 2.176e+19 cm^-3, edge 88.78 nm, rms 39.31 nm
hot-hot: peak 2.589e+19 cm^-3, edge 81.53 nm, rms 34.12 nm
edge change on halving the grid step: 0.004 nm
order effect, largest profile difference: 2.32 % of peak
one cold anneal: peak 2.396e+19 cm^-3, edge 80.30 nm, rms 35.55 nm
one hot anneal: peak 3.099e+19 cm^-3, edge 69.40 nm, rms 28.54 nm
hot time from equal D_i t: 24.97 s
hot time from equal D_i t/n_i: 72.09 s
hot time that matches the cold peak: 65.28 s
hot time that matches the cold edge: 47.13 s
hot time that matches the cold rms width: 57.51 s
largest change of these times on halving the grid step: 0.004 s
hot edge when the peak is matched: 87.79 nm
neglected: degeneracy changes D at cold initial peak by 12 %
neglected: gap narrowing 0.05 eV (rough, uniform), edges cold 76.7, hot 68.5 nm
neglected: ramps at 100 K/s from and to 1000 K add 3.1 % to hot D_i t
neglected: pair/self-diffusion transport (rough), cold 0.22, hot 0.033
neglected: Debye length at cold edge 2.6 nm, profile decay length there 4.7 nm
neglected: clustered/free ratio, 4-atom law, limit 2e+20 cm^-3 (rough): 1.6 %
no test failed
```
